# Four-State Extraction of One Heisenberg Coupling from Collinear Supercell Energies

## Two spins, four energies

Take two localized spins of fixed length $S$, each pointing up or down along one axis. Write their directions as $s_1,s_2=\pm1$. Let each spin have a linear on-site energy $b_i s_i$, as in a magnetic field, and let them be coupled by $J\,\mathbf S_1\cdot\mathbf S_2$:

$$E(s_1,s_2)=E_0+b_1s_1+b_2s_2+JS^2s_1s_2 .$$

The four arrangements have the energies

$$\begin{aligned}
E_{\uparrow\uparrow}&=E_0+b_1+b_2+JS^2, & E_{\uparrow\downarrow}&=E_0+b_1-b_2-JS^2,\\
E_{\downarrow\uparrow}&=E_0-b_1+b_2-JS^2, & E_{\downarrow\downarrow}&=E_0-b_1-b_2+JS^2 .
\end{aligned}$$

Add the two parallel energies: the fields cancel and $2E_0+2JS^2$ remains. Add the two antiparallel energies: the fields cancel again and $2E_0-2JS^2$ remains. The difference of the sums is $4JS^2$, so

$$J=\frac{E_{\uparrow\uparrow}-E_{\uparrow\downarrow}-E_{\downarrow\uparrow}+E_{\downarrow\downarrow}}{4S^2}.$$

In a crystal, each chosen spin is also coupled to many spectators. If the spectators are held fixed, they act on it as one more linear field, and the same combination removes them.

## The general statement

Let the energy per supercell be

$$E=E_0+\sum_i\left(\mathbf S_i\cdot A_i\mathbf S_i+\mathbf b_i\cdot\mathbf S_i\right)+\sum_{i<j}\mathbf S_i\cdot J_{ij}\mathbf S_j .$$

Each pair is counted once, and positive $J$ favours antiparallel spins. The $3\times3$ matrices $A_i$ and $J_{ij}$ describe on-site anisotropy and exchange. The spins are classical vectors of fixed length, $\mathbf S_i=s_iS_i\mathbf n$, with a common unit vector $\mathbf n$. Atomic positions are the same in all four runs. Periodic images are set aside until the next section.

Choose sites 1 and 2 and sort the terms by how they depend on $s_1$ and $s_2$.

- The anisotropy energy of site 1 is $s_1^2S_1^2\,\mathbf n\cdot A_1\mathbf n$. Since $s_1^2=1$, it is constant, and the same holds for site 2.
- The linear on-site energy of site 1 is $s_1S_1\,\mathbf n\cdot\mathbf b_1$.
- The bond from site 1 to spectator $k$ gives $s_1s_kS_1S_k\,\mathbf n\cdot J_{1k}\mathbf n$. With $s_k$ fixed, this is linear in $s_1$.
- The chosen bond gives $s_1s_2S_1S_2\,\mathbf n\cdot J_{12}\mathbf n$.
- Everything that involves spectators alone is constant.

Therefore

$$E(s_1,s_2)=a+h_1s_1+h_2s_2+c\,s_1s_2,$$

$$h_1=S_1\mathbf n\cdot\mathbf b_1+\sum_{k\ne1,2}S_1S_ks_k\,\mathbf n\cdot J_{1k}\mathbf n,\qquad c=S_1S_2\,\mathbf n\cdot J_{12}\mathbf n,$$

and $h_2$ follows by exchanging the labels 1 and 2. Now multiply the energies in the order $\uparrow\uparrow,\uparrow\downarrow,\downarrow\uparrow,\downarrow\downarrow$ by $+1,-1,-1,+1$ and add:

$$\begin{aligned}
a:&\quad 1-1-1+1=0,\\
h_1:&\quad 1-1+1-1=0,\\
h_2:&\quad 1+1-1-1=0,\\
c:&\quad 1+1+1+1=4 .
\end{aligned}$$

Hence

$$\boxed{\;\mathbf n\cdot J_{12}\mathbf n=\frac{E_{\uparrow\uparrow}-E_{\uparrow\downarrow}-E_{\downarrow\uparrow}+E_{\downarrow\downarrow}}{4S_1S_2}\;}$$

On-site terms and spectator bonds cancel exactly, whatever their size, provided that the spectator pattern is the same in all four runs. For isotropic exchange the left side is the Heisenberg coupling. Otherwise it is the component along $\mathbf n$. An antisymmetric part of $J_{12}$ does not appear, because $\mathbf n\cdot M\mathbf n=0$ for any antisymmetric matrix $M$.

This was tested on eight spins with random exchange matrices, anisotropies, fields, lengths and axis. In all 64 patterns of the six spectators the formula returned the input coupling, with a largest error of $3\times10^{-15}$ in model units, which is rounding error.

Two energies do not suffice. Flipping spin 2 alone gives

$$\frac{E_{\uparrow\uparrow}-E_{\uparrow\downarrow}}2=\frac{(a+h_1+h_2+c)-(a+h_1-h_2-c)}2=c+h_2,$$

which still contains the field of the spectators.

Published couplings follow several conventions. If the energy is written $-\sum_{i\ne j}J'_{ij}\mathbf S_i\cdot\mathbf S_j$, each pair occurs twice, so $J=-2J'$. If it is written $-\sum_{i<j}J''_{ij}\mathbf e_i\cdot\mathbf e_j$ with unit vectors, then $J''=-JS^2$ for equal spins.

## Periodic images

In a periodic calculation, flipping site 2 flips all its images. Let $\mathbf d$ lead from site 1 to site 2, and let $\mathbf R$ run over the supercell translations. Per cell there is one bond of each kind $\mathbf d+\mathbf R$, and each contributes $J(\mathbf d+\mathbf R)S^2s_1s_2$ for equal spins and isotropic exchange. The four energies therefore give

$$\frac c{S^2}=\sum_{\mathbf R}J(\mathbf d+\mathbf R).$$

Bonds from site 1 to its own images are proportional to $s_1^2=1$ and cancel. If $m$ symmetry-equivalent bonds join the two sites and the other images are negligible, then $J=c/(mS^2)$. Otherwise a larger cell is needed, or several cells whose image sums can be solved together.

The tail can matter. As a test, take $J(\mathbf r)=30\,e^{-2r/a}$ meV on a face-centred cubic lattice of constant $a$, cut off where any displacement component exceeds $2.5a$. In a cubic cell of edge $2a$ the nearest-neighbour coupling is 7.29 meV, but the four energies return the image sum, 12.91 meV. The signs of the four-state formula cannot remove this error, because the images carry the same product $s_1s_2$ as the wanted bond.

## Algorithm

```
input: cell, sites 1 and 2, axis n, spectator pattern P, spins S1, S2
list all images of site 2 as seen from site 1
m = number of equivalent shortest bonds in that list
if other images may matter: enlarge the cell

for (s1, s2) in (+,+), (+,-), (-,+), (-,-):
    start from P with the chosen spins set to s1, s2
    converge the electrons at fixed atomic positions
    read the final local moments
    if any sign differs from the intended one:
        restart or constrain the moments; do not use this energy
    store E[s1, s2]

c = (E[+,+] - E[+,-] - E[-,+] + E[-,-]) / 4
J = c / (m * S1 * S2)
repeat with another pattern P and compare
```

**Cost.** One coupling needs four self-consistent runs. For $p$ partners of the same site 1 in the same cell, the reference run and the run with only site 1 flipped can be shared. Each partner then adds two runs, so the total is $2+2p$ instead of $4p$. If a symmetry exchanges sites 1 and 2 without reversing spins and preserves the spectator pattern, $E_{\uparrow\downarrow}=E_{\downarrow\uparrow}$ and one run is saved. In an antiferromagnet the exchange may have to be combined with a reversal of all spins to restore the pattern. If that combination is a symmetry of the energy, then $E_{\uparrow\uparrow}=E_{\downarrow\downarrow}$ instead.

**Stability.** Let each total energy have an independent error of magnitude at most $\delta$. In the worst case all four errors add, so $c$ is wrong by at most $4\delta/4=\delta$ and

$$|\Delta J|\le\frac{\delta}{mS_1S_2}.$$

An error common to all four runs cancels. This is the reason to use the same cell, basis, $k$-points and smearing throughout. Weak couplings suffer most, since the bound on the absolute error does not shrink with $J$.

## Example: a nickel-oxide-like antiferromagnet

The model has Ni spins $S=1$ on a face-centred cubic lattice with $a=0.42$ nm. The nearest-neighbour coupling is $J_1=-1$ meV at 0.297 nm. The second-neighbour coupling is $J_2=20$ meV at 0.420 nm, along the cube edges. An on-site anisotropy of 0.1 meV and a field of 1 T are included so that their cancellation can be seen. The field gives $\pm0.116$ meV per spin.

The cell has edge $2a=0.84$ nm and holds 32 Ni sites. The spectators follow type-II order: all six second neighbours of a spin are antiparallel to it, while six of its twelve nearest neighbours are parallel and six antiparallel. For a $J_2$ pair the energies in meV are:

| State | On-site | Chosen pair | Pair to spectators | Total |
|---|---:|---:|---:|---:|
| ↑↑ | 3.43 | 40 | 0 | −1676.57 |
| ↑↓ | 3.20 | −40 | −160 | −1916.80 |
| ↓↑ | 3.20 | −40 | 160 | −1596.80 |
| ↓↓ | 2.97 | 40 | 0 | −1677.03 |

Each total also contains the same spectator-only energy, −1720 meV.

The entry −160 meV can be traced by hand. Site 2 lies at $+a$ from site 1, and its image lies at $-a$, so two of the six second-neighbour bonds of site 1 lead to site 2. The other four lead to antiparallel spectators and give $-4\times20=-80$ meV. Site 2 gives the same amount. The nearest-neighbour bonds cancel in this pattern.

The combination of totals is

$$c=\frac{-1676.57+1916.80+1596.80-1677.03}{4}=40.00\ \text{meV}.$$

With $m=2$ this gives $J_2=20.00$ meV. Forgetting $m$ would double the result. A cell of edge $4a$, with 256 sites and $m=1$, also gives 20.00 meV.

The single flip fails badly here. The field on site 2 is $h_2=80+0.116$ meV, so the estimate is $(40+80.116)/2=60.06$ meV, three times the true coupling.

For a $J_1$ pair, $m=1$ and the four energies return −1.00 meV. If each total energy is uncertain by 0.1 meV per cell, $J_2$ can be wrong by up to 0.05 meV, or 0.25% of its value. $J_1$ can be wrong by up to 0.1 meV, or 10%.

## When the energy is not a Heisenberg energy

Any function of two signs has the form $a+h_1s_1+h_2s_2+cs_1s_2$, because four values fix four coefficients. The four runs therefore always yield some $c$. Whether $c$ is a pair coupling is a separate question.

Suppose that the energy contains $Ks_1s_2s_3s_4$, with spectators 3 and 4. This term has the same dependence on $s_1s_2$ as the wanted bond, so

$$c=c_{\rm pair}+Ks_3s_4 .$$

It survives the subtraction. Averaging over all spectator patterns removes it, because $s_3s_4$ is $+1$ in half of them and $-1$ in the other half. Two patterns with opposite $s_3s_4$ suffice for this one term. In the random eight-spin model a four-spin term shifted the extracted coupling by 0.098 model units in either direction, and the average over all 64 patterns restored the input value to rounding error.

### A two-site electronic limit

Begin with the origin of the pair coupling itself; products such as $s_1s_2s_3s_4$ need four sites and appear in the crystal below. Put two electrons on two sites, one orbital each, with hopping $t$. A frozen exchange field lowers the electron spin parallel to the local moment by $U/2$ and raises the other by $U/2$.

For parallel moments, the up-electron levels are $-U/2\pm t$ and the down-electron levels are $U/2\pm t$. When $t<U/2$, the two electrons fill the up levels and the energy is $-U$. For antiparallel moments, each spin channel has the matrix

$$\begin{pmatrix}\mp U/2&t\\t&\pm U/2\end{pmatrix},$$

with eigenvalues $\pm\sqrt{U^2/4+t^2}$. The two lower levels are filled, and the energy is $-2\sqrt{U^2/4+t^2}$. Thus

$$c=\frac{2(-U)-2\left(-2\sqrt{U^2/4+t^2}\right)}4=\sqrt{\frac{U^2}4+t^2}-\frac U2\simeq\frac{t^2}U-\frac{t^4}{U^3}.$$

The coupling is antiferromagnetic because hopping lowers the energy only when the moments are antiparallel. With $t=0.4$ eV and $U=8$ eV, the leading term is 20.00 meV and the full expression gives 19.95 meV.

### The same electrons in a crystal

Second-neighbour bonds divide the Ni lattice into four simple cubic sublattices. Take one of them, with 216 sites, two $e_g$ orbitals and two electrons per site, and the same $t$ and $U$. Along each bond, only the orbital that points along it hops. The energy is the sum of the occupied levels, so no Heisenberg form is assumed.

The four-state formula gives 19.69 meV with antiferromagnetic spectators and 19.80 meV with ferromagnetic ones. The first value lies 1.5% below $t^2/U$. At half the hopping the deviation is 0.40%, close to the factor of four expected for a relative correction of order $t^2/U^2$.

The dependence on spectators, 0.11 meV, can be traced to closed loops. Reversing all moments exchanges the two electron spin channels, so the energy contains only even products of the $s_i$. A spectator-dependent part of $c$ therefore needs $s_1s_2$ times at least two spectator signs, which makes four different sites. At order $t^4$ an electron makes four hops and returns to its start. It can visit four different sites only by going round a square. If hopping is allowed only along the direction of the chosen bond, there are no squares, and the calculated difference drops to −0.004 meV. This remainder starts at order $t^6$ and depends on the cell: in the six-site ring, paths that wind round the cell contribute, and for rings of eight or more sites it is about −0.0025 meV.

The moments also change. In second order, each antiparallel neighbour reduces the local spin by about $t^2/U^2=0.0025$: this is the probability that a majority electron leaves over that bond, and equally that a minority electron enters, and the spin is half the difference of the two populations. Six such neighbours give about 0.985, and five give about 0.9875. The calculated values are 0.986 for ↑↓ and 0.988 for ↑↑. These two states differ by only about 0.2%, but the four runs together vary more. With the same antiferromagnetic spectators, site 1 has no antiparallel neighbour in ↓↓, so its spin stays close to 1. By this estimate the length changes by about 1.5% over the four runs.

## Relation to real nickel oxide

NiO is used in resistive-switching cells and studied as an antiferromagnetic layer. The lattice constant, type-II order and signs and sizes of $J_1$ and $J_2$ used here are roughly typical of it; $t$ and $U$ are round values chosen to give $J_2$ the right size. A real calculation does not keep the exchange field frozen: the electrons, including those of oxygen, readjust in each run. The electronic model omits this response and cannot size it. Within the model, $J\propto1/U$ at leading order, so a 10% larger $U$ lowers $J_2$ by about 9%, far more than the spectator dependence found above. This percentage should not be carried over to NiO, where the exchange runs through oxygen and also depends on the energy needed to move an electron from oxygen to nickel. At 300 K the thermal energy is 25.9 meV, against 239.8 meV to reverse one spin in the ordered model. Collective excitations can cost less than a single reversal, so this ratio does not show that thermal disorder is negligible.

## Failure modes

- **A moment flips or collapses during convergence.** The energy then belongs to another state, and the signs no longer cancel the fields. Final moments must be read in every run.
- **The spectator pattern changes between runs.** The constants and fields then differ from run to run, and their remainder enters $J$.
- **Atoms relax separately in each run.** The coefficients $a,h_1,h_2,c$ then belong to different structures. Relax once, then hold the positions fixed.
- **Moment lengths depend strongly on the pattern.** This can happen in itinerant magnets. The number $c$ still exists, but dividing it by one fixed $S_1S_2$ does not give a transferable coupling.
- **Transverse fields tilt the spins.** With spin-orbit coupling, a collinear arrangement need not be stationary. The directions must be constrained, or the energies leave the collinear formula.
- **The result changes with the spectator pattern.** If convergence error is excluded, the energy contains higher-order spin terms or the moments respond to their surroundings. The spread should be reported with the coupling. A small spread does not prove the Heisenberg form. A biquadratic term $(\mathbf S_1\cdot\mathbf S_2)^2$ is constant in collinear runs, and a three-site term $(\mathbf S_1\cdot\mathbf S_3)(\mathbf S_3\cdot\mathbf S_2)$ adds to $c$ equally for every pattern. In the two-site model with moments at an angle $\theta$, the squared levels are $U^2/4+t^2\pm Ut\cos(\theta/2)$, and the energy contains $\tfrac52(t^4/U^3)\cos^2\theta$, with a coefficient of about 0.125 meV, which the four collinear energies do not see.

The full set of computed values is in the numerical output below.

## Table of computed values

```
random model: spectator patterns tested = 64
random model: largest error of J = 2.6e-15 (model units)
four-spin term 0.3: shift of J = 0.0981 (model units)
  after average over patterns = 3.1e-16
lattice constant a = 0.42 nm, spin S = 1
J1 distance = 0.297 nm, J2 distance = 0.420 nm
input J1 = -1.0 meV, input J2 = 20.0 meV
on-site anisotropy = 0.10 meV, field = 1.0 T
Zeeman energy per unit spin = 0.1158 meV
cell edge = 0.84 nm, Ni sites = 32
J2 pair, meV: on-site, pair, pair-spectator, spectator-only, total
  uu:     3.4315    40.0000     0.0000 -1720.0000 -1676.5685
  ud:     3.2000   -40.0000  -160.0000 -1720.0000 -1916.8000
  du:     3.2000   -40.0000   160.0000 -1720.0000 -1596.8000
  dd:     2.9685    40.0000     0.0000 -1720.0000 -1677.0315
  (uu-ud-du+dd)/4: 0.0000 40.0000 0.0000 0.0000 meV
J2 pair: bonds m = 2, extracted J2 = 20.0000 meV
J2 if m is forgotten = 40.0000 meV
J2 from a single flip = 60.0579 meV
J1 pair totals, meV: -1676.5685 -1916.8000 -1432.8000 -1677.0315
J1 pair: bonds m = 1, extracted J1 = -1.0000 meV
edge 1.68 nm, 256 Ni: m = 1, J2 = 20.0000 meV
long-range test: nearest J = 7.2935 meV
long-range test: sum over images = 12.9063 meV
energy noise 0.1 meV: J1 error up to 0.100 meV
energy noise 0.1 meV: J2 error up to 0.050 meV
electrons: t = 0.4 eV, U = 8.0 eV, Ni sites = 216
leading t^2/U = 20.0000 meV
two-site cluster J = 19.9502 meV
crystal J, antiferro spectators = 19.6942 meV
crystal J, ferro spectators = 19.8014 meV
spectator dependence = 0.1073 meV
same without four-site loops = -0.00422 meV
deviation from t^2/U at t = 0.4 eV: -1.529 %
deviation from t^2/U at t = 0.2 eV: -0.400 %
local spin, antiferro spectators: ud 0.9856, uu 0.9879
local spin, all parallel = 1.0000
thermal energy at 300 K = 25.85 meV
cost of one spin flip from order = 239.77 meV
```
